# Zero-temperature charge sharing between two uncoupled layers under one gate: verification in Python

```python
"""Charge sharing between two uncoupled parabolic layers under one gate, T = 0.

Result under test (equal band edges, both layers filled):
    n2/n1 = (Cq2/Cq1) / (1 + Cq2/Cs)
n1, n2 : electron densities of the near and far layer
Cq     : quantum capacitance e^2 D, with D = g m / (2 pi hbar^2)
Cs     : interlayer capacitance eps_s/d;  Cg : gate capacitance eps_g/d_g
C2eff  : Cq2 and Cs in series
delta  : far band edge minus near band edge at zero potential, in eV
V      : gate potential; V = 0 puts the near edge at the reservoir level
         when there is no field. Capacitances are per unit area.
The reference is a nonlinear Poisson solution on a grid, in SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar

e, hbar, m_e, eps0 = const.e, const.hbar, const.m_e, const.epsilon_0
g = 2
eps_gate, d_gate = 10.0, 5e-9
eps_sep, d_sep = 4.0, 0.6e-9
mass, V_gate = 0.5, 1.0
Cg = eps_gate * eps0 / d_gate


def dos(m):
    return g * m * m_e / (2 * np.pi * hbar**2)


def quantum_cap(m):
    return e**2 * dos(m)


def grid_densities(V, m1, m2, d, delta=0.0):
    """Solve Poisson's equation with Fermi filling; return n1, n2, phi1, phi2."""
    n_gate, n_sep, n_out = 20, 12, 4
    link = np.concatenate([
        np.full(n_gate, eps_gate * eps0 / (d_gate / n_gate)),
        np.full(n_sep, eps_sep * eps0 / (d / n_sep)),
        np.full(n_out, eps0 / 1e-9)])
    size = len(link)
    A = np.zeros((size, size))
    for i in range(size):
        A[i, i] += link[i]
        if i > 0:
            A[i - 1, i - 1] += link[i]
            A[i, i - 1] -= link[i]
            A[i - 1, i] -= link[i]
    source = np.zeros(size)
    source[0] = link[0] * V
    sites = np.array([n_gate - 1, n_gate + n_sep - 1])
    D = np.array([dos(m1), dos(m2)])
    edges = np.array([0.0, delta])
    phi = np.full(size, float(V))
    for _ in range(60):
        filled = phi[sites] > edges
        J, rhs = A.copy(), source.copy()
        J[sites, sites] += e * e * D * filled
        rhs[sites] += e * e * D * filled * edges
        new = np.linalg.solve(J, rhs)
        change = np.max(np.abs(new - phi))
        phi = new
        if change < 1e-11:
            break
    else:
        raise RuntimeError("grid solution did not converge")
    n = D * e * np.maximum(0.0, phi[sites] - edges)
    return n[0], n[1], phi[sites[0]], phi[sites[1]]


def formula_densities(V, m1, m2, d, delta=0.0):
    """Closed piecewise solution, with regimes chosen by threshold voltages."""
    C1, C2, Cs = quantum_cap(m1), quantum_cap(m2), eps_sep * eps0 / d
    C2eff = C2 * Cs / (C2 + Cs)
    if delta >= 0:
        near_on, far_on = V > 0, V > delta * (1 + C1 / Cg)
    else:
        near_on, far_on = V > -delta * C2eff / Cg, V > delta
    a, b = C1 * near_on, C2eff * far_on
    x = (V * Cg + b * delta) / (Cg + a + b)
    return a * x / e, b * (x - delta) / e


# Density of states from a direct count of plane waves in a periodic square
box, E_F = 2e-6, 0.05
k_index = np.arange(-320, 321)
k = 2 * np.pi * k_index / box
energy = hbar**2 * (k[:, None]**2 + k[None, :]**2) / (2 * mass * m_e)
counted = g * np.count_nonzero(energy <= E_F * e) / box**2
assert abs(counted / (dos(mass) * E_F * e) - 1) < 2e-3  # finite-box edge error

# Random unequal layers, offsets and voltages: grid against closed solution
rng = np.random.default_rng(4)
regimes = set()
worst = 0.0
for _ in range(300):
    m1, m2 = rng.uniform(0.05, 1.5, 2)
    d = rng.uniform(0.3e-9, 4e-9)
    delta, V = rng.uniform(-0.1, 0.1), rng.uniform(-0.15, 1.2)
    n1, n2, _, _ = grid_densities(V, m1, m2, d, delta)
    f1, f2 = formula_densities(V, m1, m2, d, delta)
    worst = max(worst, abs(n1 - f1) / 1e16, abs(n2 - f2) / 1e16)
    regimes.add((bool(n1 > 0), bool(n2 > 0)))
    if n1 > 0 and n2 > 0:
        D1 = dos(m1)
        Deff = 1 / (1 / dos(m2) + e**2 * d / (eps_sep * eps0))
        n2_total = Deff * (n1 + n2 - D1 * delta * e) / (D1 + Deff)
        assert abs(n2 - n2_total) < 1e9
    p1, p2, _, _ = grid_densities(0.8, m1, m2, d)
    Q1, Q2, S = quantum_cap(m1), quantum_cap(m2), eps_sep * eps0 / d
    assert abs(p2 / p1 / ((Q2 / Q1) / (1 + Q2 / S)) - 1) < 1e-7
assert worst < 1e-7
assert len(regimes) == 4

# Main example
Cq, Cs = quantum_cap(mass), eps_sep * eps0 / d_sep
C2eff = Cq * Cs / (Cq + Cs)
n1, n2, phi1, phi2 = grid_densities(V_gate, mass, mass, d_sep)
share = n2 / (n1 + n2)
a_star = const.physical_constants["Bohr radius"][0] * eps_sep / mass
assert abs(n2 / n1 * (1 + 2 * g * d_sep / a_star) - 1) < 1e-7

# Total capacitance from a finite difference of the grid charge
step = 0.01
up = sum(grid_densities(V_gate + step, mass, mass, d_sep)[:2])
down = sum(grid_densities(V_gate - step, mass, mass, d_sep)[:2])
C_total = e * (up - down) / (2 * step)
assert abs(C_total * (1 / Cg + 1 / (Cq + C2eff)) - 1) < 1e-7

uF = 100.0   # F/m^2 to microfarad/cm^2
den = 1e-16  # m^-2 to 10^12 cm^-2
print(f"masses {mass} m_e, degeneracy {g}, gate potential {V_gate} V")
print(f"gate dielectric: {d_gate*1e9:.1f} nm, rel. permittivity {eps_gate:.0f}")
print(f"separation: {d_sep*1e9:.1f} nm, rel. permittivity {eps_sep:.0f}")
print(f"plane-wave count / (D E_F) at 50 meV: {counted/(dos(mass)*E_F*e):.5f}")
print(f"density of states D: {dos(mass)*e*1e-18:.4f} 10^14 /(eV cm^2)")
print(f"Cg: {Cg*uF:.3f} uF/cm^2")
print(f"Cs: {Cs*uF:.3f} uF/cm^2")
print(f"Cq of each layer: {Cq*uF:.2f} uF/cm^2")
print(f"C2eff (Cq and Cs in series): {C2eff*uF:.3f} uF/cm^2")
print(f"Cq/Cs: {Cq/Cs:.3f}")
print(f"effective Bohr radius a*: {a_star*1e9:.4f} nm")
print(f"near density n1: {n1*den:.3f} 10^12 cm^-2")
print(f"far density n2: {n2*den:.3f} 10^12 cm^-2")
print(f"total density: {(n1+n2)*den:.3f} 10^12 cm^-2")
print(f"ratio n2/n1: {n2/n1:.4f}")
print(f"far share n2/(n1+n2): {share:.4f}")
print(f"near Fermi energy: {n1/dos(mass)/e*1e3:.2f} meV")
print(f"far Fermi energy: {n2/dos(mass)/e*1e3:.2f} meV")
print(f"interlayer potential drop: {(phi1-phi2)*1e3:.2f} mV")
print(f"gate dielectric potential drop: {(V_gate-phi1)*1e3:.1f} mV")
print(f"far Fermi temperature: {n2/dos(mass)/const.k:.1f} K")
print(f"total capacitance: {C_total*uF:.3f} uF/cm^2")

# Separation dependence, including the approach to equal sharing
last_share, last_n2 = 1.0, np.inf
for d in (0.001e-9, 0.3e-9, 0.6e-9, 1.2e-9, 2.4e-9, 4.8e-9):
    a, b, _, _ = grid_densities(V_gate, mass, mass, d)
    s = b / (a + b)
    assert s < last_share and b < last_n2
    last_share, last_n2 = s, b
    print(f"d = {d*1e9:.3f} nm: far share {s:.4f}, n2 {b*den:.3f} 10^12 cm^-2")
large_d = 100e-9
a, b, _, _ = grid_densities(V_gate, mass, mass, large_d)
assert abs(b / (a + b) * Cq * large_d / (eps_sep * eps0) - 1) < 0.01

# Different roles of the two quantum capacitances
cases = {}
for label, m1, m2 in (("near mass doubled", 2 * mass, mass),
                      ("far mass doubled", mass, 2 * mass),
                      ("both masses doubled", 2 * mass, 2 * mass)):
    a, b, _, _ = grid_densities(V_gate, m1, m2, d_sep)
    cases[label] = (b / (a + b), b)
    print(f"{label}: far share {b/(a+b):.4f}, n2 {b*den:.3f} 10^12 cm^-2")
assert cases["near mass doubled"][0] < share
assert cases["near mass doubled"][1] < n2
assert cases["far mass doubled"][0] > share
assert cases["far mass doubled"][1] > n2
assert cases["both masses doubled"][0] < share
a, b, _, _ = grid_densities(V_gate, mass, 1e5 * mass, d_sep)
cap_share = b / (a + b)
assert abs(cap_share / (Cs / (Cq + Cs)) - 1) < 1e-4
print(f"far share for very large far Cq: {cap_share:.4f}")

# Common mass that gives the largest far density at fixed gate voltage
best = minimize_scalar(
    lambda t: -grid_densities(V_gate, np.exp(t), np.exp(t), d_sep)[1] * den,
    bounds=(np.log(0.003), np.log(3.0)), method="bounded",
    options={"xatol": 1e-7})
m_best = np.exp(best.x)
assert abs(quantum_cap(m_best) / np.sqrt(Cg * Cs) - 1) < 1e-3
n2_peak = V_gate * Cg / e / (2 + Cg / Cs + 2 * np.sqrt(Cg / Cs))
assert abs(-best.fun / (n2_peak * den) - 1) < 1e-7
a, b, _, _ = grid_densities(V_gate, m_best, m_best, d_sep)
light = grid_densities(V_gate, m_best / 4, m_best / 4, d_sep)
assert light[1] < b and light[1] / (light[0] + light[1]) > b / (a + b)
print(f"common mass for largest n2: {m_best:.4f} m_e")
print(f"Cq at that mass: {quantum_cap(m_best)*uF:.3f} uF/cm^2")
print(f"largest n2: {b*den:.3f} 10^12 cm^-2, far share {b/(a+b):.4f}")
print(f"quarter of that mass: n2 {light[1]*den:.3f} 10^12 cm^-2, "
      f"far share {light[1]/(light[0]+light[1]):.4f}")

# Band offsets: onset of the second layer and densities at the same voltage
for delta in (0.02, -0.02):
    if delta > 0:
        V_on, n_on, late = delta * (1 + Cq / Cg), Cq * delta / e, 1
    else:
        V_on, n_on, late = -delta * C2eff / Cg, -C2eff * delta / e, 0
    below = grid_densities(V_on - 1e-3, mass, mass, d_sep, delta)
    above = grid_densities(V_on + 1e-3, mass, mass, d_sep, delta)
    at = grid_densities(V_on, mass, mass, d_sep, delta)
    assert below[late] == 0 and below[1 - late] > 0 and above[late] > 0
    assert abs((at[0] + at[1]) / n_on - 1) < 1e-7
    a, b, _, _ = grid_densities(V_gate, mass, mass, d_sep, delta)
    name = ("near", "far")[late]
    print(f"offset {delta*1e3:+.0f} meV: {name} layer starts at V = {V_on:.4f} V, "
          f"n = {(at[0]+at[1])*den:.3f} 10^12 cm^-2")
    print(f"  at {V_gate:.0f} V: n1 {a*den:.3f}, n2 {b*den:.3f} 10^12 cm^-2, "
          f"far share {b/(a+b):.4f}")

print("all tests passed")
```

It prints:

```
masses 0.5 m_e, degeneracy 2, gate potential 1.0 V
gate dielectric: 5.0 nm, rel. permittivity 10
separation: 0.6 nm, rel. permittivity 4
plane-wave count / (D E_F) at 50 meV: 0.99990
density of states D: 2.0887 10^14 /(eV cm^2)
Cg: 1.771 uF/cm^2
Cs: 5.903 uF/cm^2
Cq of each layer: 33.46 uF/cm^2
C2eff (Cq and Cs in series): 5.018 uF/cm^2
Cq/Cs: 5.669
effective Bohr radius a*: 0.4233 nm
near density n1: 9.189 10^12 cm^-2
far density n2: 1.378 10^12 cm^-2
total density: 10.566 10^12 cm^-2
ratio n2/n1: 0.1499
far share n2/(n1+n2): 0.1304
near Fermi energy: 43.99 meV
far Fermi energy: 6.60 meV
interlayer potential drop: 37.40 mV
gate dielectric potential drop: 956.0 mV
far Fermi temperature: 76.5 K
total capacitance: 1.693 uF/cm^2
d = 0.001 nm: far share 0.4976, n2 5.358 10^12 cm^-2
d = 0.300 nm: far share 0.2068, n2 2.194 10^12 cm^-2
d = 0.600 nm: far share 0.1304, n2 1.378 10^12 cm^-2
d = 1.200 nm: far share 0.0750, n2 0.790 10^12 cm^-2
d = 2.400 nm: far share 0.0405, n2 0.426 10^12 cm^-2
d = 4.800 nm: far share 0.0211, n2 0.222 10^12 cm^-2
near mass doubled: far share 0.0697, n2 0.752 10^12 cm^-2
far mass doubled: far share 0.1395, n2 1.475 10^12 cm^-2
both masses doubled: far share 0.0750, n2 0.809 10^12 cm^-2
far share for very large far Cq: 0.1499
common mass for largest n2: 0.0483 m_e
Cq at that mass: 3.233 uF/cm^2
largest n2: 3.255 10^12 cm^-2, far share 0.3925
quarter of that mass: n2 2.388 10^12 cm^-2, far share 0.4680
offset +20 meV: far layer starts at V = 0.3979 V, n = 4.177 10^12 cm^-2
  at 1 V: n1 9.709, n2 0.830 10^12 cm^-2, far share 0.0787
offset -20 meV: near layer starts at V = 0.0567 V, n = 0.626 10^12 cm^-2
  at 1 V: n1 8.668, n2 1.926 10^12 cm^-2, far share 0.1818
all tests passed
```
